# Why constant-cross-section ion collisions need partners weighted by relative speed

## Question

I am writing a Monte Carlo code for an Ar⁺ swarm in argon, with a constant collision cross section. For an ion of velocity $\mathbf v$ I compute the total collision rate, properly averaged over the thermal motion of the gas. When a collision occurs, I draw the atom's velocity from the gas Maxwellian and scatter the pair elastically.

As a check I switched off the electric field. The ions should settle at the gas temperature, but their time-averaged energy is too low. Yet if I record ion energies only at collisions, the mean is $\tfrac32kT$, as I expected. The atoms do have a Maxwellian distribution, so what is wrong with drawing partners from it? What temperature should my present scheme give, and how do I repair it?

## Answer

The atoms in the gas are Maxwellian, but the atoms that your ion hits are not a fair sample of them. An ion meets fast-approaching atoms more often than atoms that move along with it. Your total rate contains this effect and your choice of partner does not.

I take a uniform gas of atoms of mass $M$ at temperature $T$ and density $n$, and dilute ions of mass $m$. Scattering is elastic, with constant total cross section $\sigma$. It is either isotropic in the centre-of-mass frame or, for $m=M$, resonant charge exchange, in which ion and atom swap velocities; a mixture is also allowed. Until the field is restored, ion temperature means $m\langle v^2\rangle/3k$, averaged over time.

### The partner distribution and the rate

Let $F(\mathbf V)$ be the normalized gas Maxwellian and $g=|\mathbf v-\mathbf V|$. Seen from atoms of velocity $\mathbf V$, the ion sweeps out a volume $\sigma g\,dt$ in time $dt$. Those atoms have density $nF\,d^3V$, so

$$d\nu=n\sigma\,g\,F(\mathbf V)\,d^3V,\qquad \nu(v)=n\sigma\,\bar g(v),\qquad \bar g(v)=\int gF\,d^3V .$$

Given that a collision occurs, the partner density is the ratio $d\nu/\nu$:

$$p(\mathbf V|\mathbf v)=\frac{g\,F(\mathbf V)}{\bar g(v)} .$$

To find $\bar g$, put $w=\sqrt{2kT/M}$, $x=v/w$ and $s=g/w$. The relative velocity has a Gaussian distribution centred on $\mathbf v$. Its angular integral is $2\pi\int_{-1}^{1}e^{2sxc}\,dc=2\pi\sinh(2sx)/(sx)$, which leaves

$$\frac{\bar g}{w}=\frac{1}{\sqrt\pi\,x}\int_0^\infty s^2\left[e^{-(s-x)^2}-e^{-(s+x)^2}\right]ds .$$

Substitute $t=s-x$ in the first term and $t=s+x$ in the second. The integral becomes $\int_{-x}^{\infty}(t+x)^2e^{-t^2}dt-\int_x^\infty(t-x)^2e^{-t^2}dt$. The parts even in $t$ cancel beyond $t=x$, and the two cross terms give $xe^{-x^2}$ each:

$$\int_{-x}^{x}(t^2+x^2)e^{-t^2}dt+2xe^{-x^2}
=\sqrt\pi\left(x^2+\tfrac12\right)\operatorname{erf}x+xe^{-x^2},$$

because $\int_{-x}^{x}t^2e^{-t^2}dt=\tfrac{\sqrt\pi}{2}\operatorname{erf}x-xe^{-x^2}$. Hence

$$\nu(v)=n\sigma w\left[\left(x+\frac1{2x}\right)\operatorname{erf}x+\frac{e^{-x^2}}{\sqrt\pi}\right].$$

This rate rises with ion speed. Along any line through $\mathbf v=0$, $\bar g$ is an even function and an average of convex functions $|\mathbf v-\mathbf V|$, so it grows away from its minimum at zero.

### Why the weighted rule gives the gas temperature

Let $F_i(\mathbf v)$ be the ion Maxwellian at $T$. An elastic collision $(\mathbf v,\mathbf V)\to(\mathbf v',\mathbf V')$ conserves energy, so

$$F_i(\mathbf v)F(\mathbf V)=F_i(\mathbf v')F(\mathbf V').$$

It also preserves $g$ and the velocity volume $d^3v\,d^3V$, since it only turns the relative velocity. Isotropic scattering and the swap are each as probable as their reverses. The collision flux, proportional to $F_iF g\sigma$, is therefore balanced by the reverse flux, and $F_i$ is stationary. With a share of isotropic scattering, any ion velocity can be reached from any other; with pure exchange, each collision supplies a fresh velocity from the whole gas. Either way there is no second stationary distribution.

### What your scheme gives instead

Let $P(\mathbf v\to\mathbf v')$ be the probability density of the new ion velocity when the partner comes from plain $F$. The balance above also holds without the factor $g$, because $g$ is the same before and after. Integrating it over partners and scattering angles gives

$$\int F_i(\mathbf v)P(\mathbf v\to\mathbf v')\,d^3v=F_i(\mathbf v').$$

In your code, collisions happen at rate $\nu(v)$. A stationary distribution $f$ has equal loss and gain at each velocity:

$$\nu(v')f(\mathbf v')=\int\nu(v)f(\mathbf v)P(\mathbf v\to\mathbf v')\,d^3v .$$

This is the previous equation with $\nu f$ in place of $F_i$. Thus $\nu f=CF_i$, where $C$ is a normalization constant, and

$$f(\mathbf v)=C\,\frac{F_i(\mathbf v)}{\nu(v)},\qquad
\frac{T_{\rm wrong}}{T}=\frac{m}{3kT}\,\frac{\langle v^2/\nu\rangle_{F_i}}{\langle1/\nu\rangle_{F_i}} .$$

Each collision hands out velocities as if to maintain a Maxwellian, but a slow ion then waits longer for its next collision. A time average therefore contains too many slow ions. For equal masses, the formula puts about 25% of them below $\sqrt{kT/m}$; a simulation with weighted partners gives about 20%.

### Why the error hides at collisions

With $E=mv^2/2$, the result $\nu f=CF_i$ says that the mean energy just before a collision is

$$\frac{\langle\nu E\rangle_f}{\langle\nu\rangle_f}=\tfrac32kT .$$

That is the number you recorded. Writing $\langle\nu E\rangle=\langle\nu\rangle\langle E\rangle+\operatorname{cov}(\nu,E)$ gives the time average:

$$\langle E\rangle_f=\tfrac32kT-\frac{\operatorname{cov}(\nu,E)}{\langle\nu\rangle_f}.$$

The covariance is positive because $\nu$ and $E$ both rise with speed, so the ions are too cold.

The energy change per collision can mislead in the same way. For isotropic scattering, let $\mathbf u=(m\mathbf v+M\mathbf V)/(m+M)$, $\mathbf g=\mathbf v-\mathbf V$ and $\mu=mM/(m+M)$. Then $\mathbf v=\mathbf u+\frac{M}{m+M}\mathbf g$, and the collision replaces $\mathbf g$ by $\mathbf g'$ of equal length. The squared terms cancel, leaving $\Delta E=\mu\,\mathbf u\cdot(\mathbf g'-\mathbf g)$. The average over directions of $\mathbf g'$ is

$$-\mu\,\mathbf u\cdot\mathbf g=-\mu\,\frac{mv^2-MV^2+(M-m)\mathbf v\cdot\mathbf V}{m+M}.$$

For plain partners $\langle\mathbf v\cdot\mathbf V\rangle=0$ and $\langle MV^2\rangle=3kT$, so

$$\langle\Delta E\rangle=-\frac{2mM}{(m+M)^2}\left(E-\tfrac32kT\right).$$

This seems to drive the ions to $\tfrac32kT$. But it is an average per collision, and fast ions collide more often.

Now consider correctly thermal ions. Among their colliding pairs, the relative speed has density proportional to $g^3e^{-\mu g^2/2kT}$: two powers of $g$ come from velocity volume and one from the encounter rate. With $y=\mu g^2/2kT$ this becomes $ye^{-y}dy$, whose mean is 2. The relative energy is therefore $2kT$, while the centre-of-mass energy stays $\tfrac32kT$. The ion has a share $m/(m+M)$ of the latter and $M/(m+M)$ of the former; the cross term averages to zero. Interchanging the masses gives the atom's energy:

$$\langle E_{\rm ion}\rangle=kT\left[\frac32+\frac{M}{2(m+M)}\right],\qquad
\langle E_{\rm atom}\rangle=kT\left[\frac32+\frac{m}{2(m+M)}\right].$$

For equal masses both are $1.75\,kT$. A correct code thus reads $7T/6$ if its ion energies are recorded at collisions, and a faulty one reads $T$. The equal-mass simulations gave $1.750\,kT$ and $1.495\,kT$ respectively.

If you start your code with thermal ions, their excess energy at collisions is $MkT/[2(m+M)]$. For isotropic scattering, inserting it in $\langle\Delta E\rangle$ gives an initial loss of $kT\,mM^2/(m+M)^3$ per collision, or $kT/8$ for equal masses. Sampled collisions gave $0.127\,kT$. Charge exchange with a plain partner removes the whole excess, $kT/4$, so a half-and-half mixture loses $3kT/16$.

### Mass ratio and a worse variant

For light ions, $m\ll M$, typical ion speeds far exceed atomic speeds and $\nu\to n\sigma v$. Then, with $a=m/2kT$,

$$\langle v^2\rangle_f=\frac{\int_0^\infty v^3e^{-av^2}dv}{\int_0^\infty v\,e^{-av^2}dv}
=\frac{1/(2a^2)}{1/(2a)}=\frac{2kT}{m},\qquad T_{\rm wrong}=\tfrac23T .$$

Suppose a code uses $n\sigma v$ as the total rate even when the ions are not light. If its partners are plain Maxwellian, the same integral gives $\tfrac23T$ at any mass ratio, since the derivation of $f\propto F_i/\nu$ did not depend on the form of $\nu$.

For heavy ions $x$ is small, and expanding the rate gives $\nu\propto1+x^2/3=1+Mv^2/6kT$. With $\langle v^2\rangle_{F_i}=3kT/m$ and $\langle v^4\rangle_{F_i}=15(kT/m)^2$,

$$\frac{T_{\rm wrong}}T\approx\frac{1-5M/6m}{1-M/2m}\approx1-\frac{M}{3m}.$$

The rate hardly varies over the ions' narrow range of speeds, so the fault fades. Between the limits I integrated $F_i/\nu$ numerically and simulated the plain rule with isotropic scattering:

| $m/M$ | $T_{\rm wrong}/T$, integral | simulation |
|---|---|---|
| 0.25 | 0.771 | 0.773 ± 0.002 |
| 1 | 0.859 | 0.856 ± 0.002 |
| 4 | 0.940 | 0.940 ± 0.002 |

The uncertainties are one standard error. Weighted partners gave 1 within 1.4 standard errors in all three cases.

### Your argon swarm

Take 300 K, 100 mTorr and a rough cross section of 100 Å$^2=10^{-18}$ m², with half of the collisions isotropic and half charge exchange. The gas density is $3.219\times10^{21}$ m⁻³, so $1/(n\sigma)\approx0.31$ mm. For thermal ions the mean relative speed is $\sqrt{8kT/\pi\mu}=564$ m/s, since $\mu=m/2$. The mean collision rate is

$$(3.219\times10^{21})(10^{-18})(563.9)\approx1.8\times10^6\ {\rm s^{-1}}.$$

Both kinds of collision preserve $F_i$ under plain drawing, so their proportions do not affect the wrong temperature:

$$T_{\rm wrong}=0.859\times300\ {\rm K}=258\ {\rm K}.$$

The mean ion energy is 33.3 meV instead of 38.8 meV. Simulation of the mixture gave 258.3 ± 0.4 K with plain partners and 300.4 ± 0.4 K with weighted ones. With the rate $n\sigma v$ and plain partners, the model gives 200 K.

### How far this carries over to real argon

These conditions lie in the range of low-pressure plasma processing, but the constant cross section is doubtful at thermal energy, where the ion polarizes the atom and pulls it in. With polarizability volume $\alpha$, the attraction is $-D/r^4$, where $D=\alpha e^2/(8\pi\varepsilon_0)$. At relative energy $\epsilon=\mu g^2/2$ and impact parameter $b$, the barrier $\epsilon b^2/r^2-D/r^4$ peaks at $\epsilon^2b^4/4D$. Capture requires this to be below $\epsilon$, so the limiting impact parameter obeys $b^2=2\sqrt{D/\epsilon}$ and

$$k_c=\pi b^2g=2\pi\sqrt{\frac{\alpha e^2}{4\pi\varepsilon_0\mu}},$$

independent of $g$. A rough $\alpha$ of 11 bohr³ gives $6.7\times10^{-10}$ cm³/s, against $5.6\times10^{-10}$ cm³/s for $\sigma$ times the mean relative speed. Capture therefore matters here.

If the rate coefficient were constant, $\nu$ would not depend on $v$ and plain drawing would be correct. As a rough blend I used the larger of $\sigma g$ and $k_c$. The plain rule then gives 284 K, an error of 16 K instead of 42 K. This value depends on the blend by several kelvin: adding $\sigma g$ and $k_c$ gives 279 K, and adding them in quadrature gives 281 K. The 258 K is thus a result of the constant-$\sigma$ model, not a prediction for measured argon ions.

A field changes the error too. With gas and cross section held fixed, the simulations gave these mean energies (drift included) and drift speeds:

| Field | Partners | Energy (meV) | Drift (m/s) |
|---|---|---|---|
| 20 Td | weighted | 41.9 | 85 |
| 20 Td | plain | 37.4 | 101 |
| 500 Td | weighted | 353 | 943 |
| 500 Td | plain | 360 | 969 |

Relative to the weighted rule, the energy error goes from −11% to +2%: it shrinks and changes sign. The drift is too fast at both fields. One cause follows from the weighting: $g$ is larger for atoms moving against the ion, so true partners have a mean velocity opposed to $\mathbf v$. Plain drawing omits this and takes too little momentum from an ion of given velocity. The faster drift also draws more power from the field.

Ion–ion collisions are left out. At a rough ion density of $10^{15}$ m⁻³ their estimated rate is below 1% of the ion–gas rate. The ratio grows almost in proportion to the ion density, to about 7% at $10^{16}$ and about one half at $10^{17}$ m⁻³, so the neglect fails in dense plasmas.

### The repair

You can keep drawing from the Maxwellian, provided that the draw is only a candidate. Choose $g_{\max}$ so large that faster encounters are negligible, and generate trial collisions at the rate $n\sigma g_{\max}$. For each trial:

1. Draw $\mathbf V$ from $F$ and compute $g=|\mathbf v-\mathbf V|$.
2. Accept the collision with probability $g/g_{\max}$; otherwise leave the ion unchanged.

The rate of accepted collisions with partners in $d^3V$ is $n\sigma g_{\max}\cdot F\,d^3V\cdot g/g_{\max}=n\sigma gF\,d^3V$, which is the required $d\nu$. Rate and partner density are now both right, and you no longer need the formula for $\nu(v)$. With a field on, $g_{\max}$ must cover the field-driven speeds. The acceptance $g/g_{\max}$ holds for constant $\sigma$. If $\sigma$ depends on $g$, generate trials at the rate $n(\sigma g)_{\max}$ and accept with probability $\sigma(g)\,g/(\sigma g)_{\max}$.

If you prefer to decide first, with $\nu(v)$, that a collision happens, redraw candidates until one is accepted. Do not cancel the collision after a rejection, because the factor $\bar g$ would then enter the rate twice.

Then repeat your zero-field test with energies averaged over time, not over collisions. The full numerical output follows below.

## Values computed for the example and the checks

```
gas temperature: 300 K; pressure: 100 mTorr
cross section (rough): 100 A^2
charge-exchange share: 0.50
ion and atom mass: 39.95 u
gas density: 3.219e+21 m^-3
length 1/(n sigma): 0.311 mm
kT: 25.85 meV; sqrt(kT/m): 249.9 m/s
mean relative speed at T: 563.9 m/s
mean ion-gas collision rate: 1.815e+06 s^-1
rate/(n sigma sqrt(kT/M)) at v=0.01 sqrt(kT/M): 1.5958
rate/(n sigma sqrt(kT/M)) at v=1.00 sqrt(kT/M): 1.8493
rate/(n sigma sqrt(kT/M)) at v=2.00 sqrt(kT/M): 2.4942
rate/(n sigma sqrt(kT/M)) at v=4.00 sqrt(kT/M): 4.2500
T_ion/T, isotropic scattering (+- one standard error):
 m/M=0.25 weighted, simulated: 1.0032 +- 0.0023
 m/M=0.25 plain, simulated: 0.7729 +- 0.0020
 m/M=0.25 plain, from Maxwellian/nu: 0.7710
 m/M=1.00 weighted, simulated: 0.9999 +- 0.0017
 m/M=1.00 plain, simulated: 0.8558 +- 0.0016
 m/M=1.00 plain, from Maxwellian/nu: 0.8591
 m/M=4.00 weighted, simulated: 0.9970 +- 0.0022
 m/M=4.00 plain, simulated: 0.9402 +- 0.0022
 m/M=4.00 plain, from Maxwellian/nu: 0.9397
plain, m/M=1e-6: 0.66667; m/M=1000: 0.999667
lab-speed rate, m/M=1: 0.6699 +- 0.0020
lab-speed rate, m/M=0.25: 0.6664 +- 0.0022
constant rate, plain: 0.9975 +- 0.0021
Equal masses, energies at collisions in kT:
 weighted: ion 1.750, partner 1.749
 plain: ion 1.495, partner 1.497
 first loss per collision, plain: 0.1269 kT
slow fraction v<sqrt(kT/m), plain: simulated 0.2499, formula 0.2480
slow fraction, weighted: 0.1983
Argon example, mixed scattering:
 weighted, simulated: 300.4 +- 0.4 K
 plain, simulated: 258.3 +- 0.4 K
 plain, from Maxwellian/nu: 257.7 K = 33.31 meV mean energy
 correct mean energy: 38.78 meV
 lab-speed rate, exact 2/3 rule: 200.0 K
polarizability (rough): 11 bohr^3
capture rate coefficient: 6.69e-10 cm^3/s
constant-sigma rate coefficient: 5.64e-10 cm^3/s
plain-rule temperature with capture: 284.1 K
20 Td: field energy per 1/(n sigma): 0.77 kT
 weighted: energy 41.9 +- 0.1 meV, drift 85.4 +- 0.5 m/s
 plain: energy 37.4 +- 0.1 meV, drift 101.0 +- 0.5 m/s
 plain-rule energy error: -10.8 %
500 Td: field energy per 1/(n sigma): 19.34 kT
 weighted: energy 352.5 +- 0.7 meV, drift 942.5 +- 1.1 m/s
 plain: energy 359.9 +- 0.7 meV, drift 968.7 +- 1.0 m/s
 plain-rule energy error: 2.1 %
ion density (rough): 1e+15 m^-3
ion-ion/ion-gas collision rate: 0.0077
```
